# Why aluminium alkyls undergo beta-hydride elimination without valence d electrons

Consider four atomic orbitals in a ring, each with one lobe facing each neighbour: an aluminium hybrid $a$, an orbital on the carbon bound to aluminium ($C_\alpha$), one on the next carbon ($C_\beta$), and the 1s orbital of a hydrogen on $C_\beta$. They hold four electrons. At the start there are two bonds, $a$–$C_\alpha$ and $C_\beta$–H. At the end there are two others, $C_\alpha$–$C_\beta$ (the $\pi$ bond of an alkene) and H–$a$. This is the simplest picture of

$$\mathrm{R_2Al{-}CH_2{-}CH_3\;\rightarrow\;R_2Al{-}H+CH_2{=}CH_2},$$

and it is a bad one, because it gives aluminium one orbital where two can take part. Its failure shows what the second orbital does.

## One aluminium orbital: a crossing

Let the orbitals be orthonormal and have equal energies, taken as zero. A full bond is a coupling $-\beta$ with $\beta>0$. An angle $\theta$ measures progress from alkyl ($\theta=0$) to products ($\theta=90^\circ$). With $c=\cos\theta$ and $s=\sin\theta$, the old bonds have coupling $-\beta c$ and the new ones $-\beta s$. Electrons are independent, and each level holds two.

Couplings run only between the set $A=\{a,C_\beta\}$ and the set $B=\{C_\alpha,\mathrm H\}$. Let $v$ be the coefficients of an orbital on $A$, $u$ those on $B$, and $\varepsilon$ its energy in units of $\beta$. The eigenvalue equations are

$$-Mv=\varepsilon u,\qquad -M^{T}u=\varepsilon v,\qquad M=\begin{pmatrix}c&s\\ s&c\end{pmatrix}.$$

The first row of $M$ belongs to $C_\alpha$, the second to H. The vectors $(1,1)$ and $(1,-1)$ are eigenvectors of $M$ with eigenvalues $c+s$ and $c-s$, so the four levels are $\pm(c+s)$ and $\pm(c-s)$.

At the start the occupied levels are $-(c+s)$ and $-(c-s)$. The second has $u=v=(1,-1)/\sqrt2$ before normalization over both sets. Its signs agree across $a$–$C_\alpha$ and across $C_\beta$–H, and disagree across $C_\alpha$–$C_\beta$ and H–$a$. It is bonding in both old bonds and antibonding in both new ones. As the reaction proceeds it rises, reaches zero at $\theta=45^\circ$, and meets there an empty level coming down. With the two lowest levels filled,

$$E=-2\beta\,(c+s+|c-s|)=-4\beta\max(c,s).$$

The barrier is $4\beta-4\beta/\sqrt2=1.17\,\beta$, at a point where the gap between filled and empty levels has vanished. If this were all aluminium could offer, a concerted shift would be costly. The exact crossing relies on the equal orbital energies. Raising the hybrid $a$ by $\beta$, as a polar Al–C bond suggests, leaves a smallest gap of $0.45\,\beta$ and lowers the ring barrier to $0.74\,\beta$, so bond polarity also eases the path. The crossings found below carry the same condition.

## What the metal must supply

The electron count does not ask for d electrons. The reaction turns two bond pairs, Al–C and C–H, into two bond pairs, Al–H and C=C. No metal lone pair is used, and the oxidation state of the metal is the same before and after. The same count holds for a transition-metal alkyl. There, d electrons may influence the energy, but the bookkeeping does not require them. What aluminium needs is a second orbital, a place for the C–H pair to go while the metal–carbon pair is still leaving.

A monomeric, three-coordinate aluminium alkyl has such a place. Its three valence electrons are in three bonds, made with three hybrids in one plane, and the 3p orbital perpendicular to that plane is empty. When the alkyl chain folds so that its beta hydrogen approaches aluminium from above the plane, this p orbital lies in the plane of the four reacting atoms and points roughly towards the hydrogen.

Add this orbital, $p$, to the model, also at zero energy. It is orthogonal to $a$. Its coupling to $C_\alpha$ is set to zero, which is exact only while the $C_\alpha$ orbital points along the Al–C axis, and its coupling to $C_\beta$ across the ring is neglected. The hydrogen now binds to a mixture of the two aluminium orbitals,

$$\cos\omega\;a+\sin\omega\;p,$$

with total coupling $-\beta s$. For $\omega=0$ we recover the ring. For $\omega=90^\circ$ the hydrogen sees pure $p$, and the five orbitals form an open chain $a$–$C_\alpha$–$C_\beta$–H–$p$.

## Five orbitals solved

Set $A$ is now $\{a,C_\beta,p\}$, set $B$ is unchanged, and

$$M=\begin{pmatrix}c&s&0\\ s\cos\omega&c&s\sin\omega\end{pmatrix}.$$

Apply $-M$ to the equation $-M^Tu=\varepsilon v$. The left side becomes $MM^Tu$ and the right side $\varepsilon(-Mv)=\varepsilon^2u$, so $\varepsilon^2$ is an eigenvalue of $MM^T$. Each row of $M$ has squared length $c^2+s^2=1$; for the second row this uses $\cos^2\omega+\sin^2\omega=1$. The product of the rows is $cs\cos\omega+sc$. Therefore

$$MM^{T}=\begin{pmatrix}1&g\\ g&1\end{pmatrix},\qquad g=sc\,(1+\cos\omega),$$

with eigenvalues $1\pm g$. The levels are $\pm\sqrt{1+g}$ and $\pm\sqrt{1-g}$. The fifth is at zero, since three orbitals in $A$ face two in $B$ and some $v$ with $Mv=0$ must exist. Four electrons fill the two negative levels:

$$E=-2\beta\left(\sqrt{1+g}+\sqrt{1-g}\right).$$

The square of the bracket is $2+2\sqrt{1-g^2}$, which falls as $g$ grows, so the energy is highest where $g$ is largest. That is at $\theta=45^\circ$, where $sc=\tfrac12$ and

$$g=\tfrac12(1+\cos\omega)=\cos^2(\omega/2)\equiv C.$$

There $\sqrt{1-g}=\sin(\omega/2)$. The alkyl has $g=0$ and $E=-4\beta$, so the barrier is

$$\Delta E=\beta\left[4-2\sqrt{1+\cos^2(\omega/2)}-2\sin(\omega/2)\right].$$

The gap between the highest filled level and the empty level at zero is $\beta\sqrt{1-g}$, with smallest value $\beta\sin(\omega/2)$. Within this model it stays open for every $\omega$ between $0$ and $180^\circ$ except $\omega=0$. Any admixture of $p$ removes the crossing. For pure $p$ the barrier is only $0.14\,\beta$.

The orbital that caused the trouble shows how this works. At $\theta=45^\circ$ the upper filled level still has $u=(1,-1)/\sqrt2$ on $(C_\alpha,\mathrm H)$. Its squared energy is the squared length of

$$M^Tu=\tfrac12\left(1-\cos\omega,\;0,\;-\sin\omega\right).$$

The $p$ component has the same sign as the hydrogen coefficient, so the p orbital adds an Al–H bonding contribution where the ring had an antibonding one. Its share of the squared energy is

$$\frac{\sin^2\omega}{(1-\cos\omega)^2+\sin^2\omega}=\frac{(1-\cos\omega)(1+\cos\omega)}{2(1-\cos\omega)}=\frac{1+\cos\omega}{2}=C.$$

The rest comes from the hybrid, which no longer cancels fully because the hydrogen is less strongly tied to it.

## The limit of opposite phases

At $\omega=180^\circ$ the hydrogen again sees the hybrid alone, but with reversed sign. Then $g=0$ along the whole path, $E$ stays at $-4\beta$, and there is no barrier. The zero belongs to the chosen path, on which $c^2+s^2=1$; on a path with $c+s=1$ the gap still stays open but the barrier is $1.17\,\beta$. Physically this is one metal orbital that shows lobes of opposite sign to carbon and to hydrogen. A d orbital with four lobes can do this for two neighbours about $90^\circ$ apart, since adjacent lobes differ in sign.

This limit separates two meanings of "having d orbitals". The gain comes from the phase pattern of an orbital that takes part in the bonds. It does not come from additional electrons on the metal, of which the model has none. Aluminium gets part of the same gain from a second orbital. Since the model contains no metal lone pair, it cannot say how much back-donation from filled d orbitals helps in a particular complex.

## Where the vacancy goes

The empty level has coefficients $v$ orthogonal to both rows of $M$. Their cross product gives, in the order $(a,C_\beta,p)$,

$$v_0\propto\left(s^2\sin\omega,\;-sc\sin\omega,\;c^2-s^2\cos\omega\right).$$

At $\theta=0$ this is pure $p$. At $\theta=90^\circ$ it is $(\sin\omega,0,-\cos\omega)$, the aluminium orbital orthogonal to the one now bound to hydrogen. The vacancy starts and ends on aluminium: the hydride product is again a Lewis acid with three bonds.

In between, part of the vacancy is on $C_\beta$. To find how much, note that reversing the sign of $u$ turns a level $\varepsilon$ into $-\varepsilon$ with the same weights on every orbital. The weights of all five levels on one orbital sum to 1. Twice the weight of the two filled levels, which is the electron population, is therefore $1-v_{0,i}^2$ for an orbital $i$ in $A$, and 1 for an orbital in $B$. The neutral reference has one electron on each of $a$, $C_\alpha$, $C_\beta$ and H, and none on $p$. The charge of $C_\beta$ is thus $+v_{0,C_\beta}^2$, in units of $e$.

The squared length of a cross product is the determinant of $MM^T$, here $1-g^2$. At the barrier $sc=\tfrac12$, $g=C$ and $\sin^2\omega=4C(1-C)$, so

$$q_\beta=\frac{\tfrac14\sin^2\omega}{1-C^2}=\frac{C(1-C)}{(1-C)(1+C)}=\frac{C}{1+C}.$$

The beta carbon becomes positive because the C–H pair is leaving it with the hydrogen. This has a chemical consequence. If a substituent raises the energy of the $C_\beta$ orbital by a small $\delta$, the total energy changes to first order by $\delta$ times the population there. This is $1$ in the alkyl and $1-q_\beta$ at the barrier, so the barrier falls by $q_\beta\delta$. The shift of the maximum along $\theta$ does not matter at this order, since the energy is stationary there. Electron-donating groups on the beta carbon should therefore favour elimination, as far as steric effects and changed bond strengths can be set aside.

The model leaves the hydrogen itself neutral, a result of giving all orbitals the same energy and letting couplings run only between $A$ and $B$. In this model "hydride transfer" means that the hydrogen moves together with the electron pair of its bond into a vacancy on the metal.

## Taking the p orbital away

Suppose $p$ is unavailable, while the hydrogen keeps its coupling $-\beta s\cos\omega$ to the hybrid. With $k=\cos\omega$ and $0\le\omega<90^\circ$,

$$M=\begin{pmatrix}c&s\\ sk&c\end{pmatrix},\qquad \det M=c^2-ks^2.$$

The positive levels $\sigma_1,\sigma_2$ are the singular values of $M$. The sum of their squares is the sum of the squared elements of $M$, and their product is $|\det M|$. Hence

$$(\sigma_1+\sigma_2)^2=2c^2+s^2(1+k^2)+2\,|c^2-ks^2|.$$

A level reaches zero, and the gap closes, where the determinant vanishes:

$$\tan^2\theta=\frac1{\cos\omega}.$$

Write $c^2=1-s^2$. Before this point the right side is

$$2-s^2(1-k^2)+2-2s^2(1+k)=4-s^2(1+k)(3-k),$$

which decreases. Beyond it the determinant changes sign and the right side is

$$2-s^2(1-k^2)-2+2s^2(1+k)=s^2(1+k)^2,$$

which increases. The crossing is thus the top of the path. There $s^2=1/(1+k)$, the right side equals $1+k$, and the barrier is

$$\Delta E_{\text{no }p}=\beta\left[4-2\sqrt{1+\cos\omega}\right].$$

For $\omega=0$ it returns the $1.17\,\beta$ of the ring. Part of the cost at larger $\omega$ is a weaker Al–H bond: the products lie at $-2\beta(1+k)$, which is $2\beta(1-k)$ above the alkyl.

An intermediate case keeps $p$ but raises its energy. This is a crude picture of a Lewis base bound to aluminium, whose lone pair engages the p orbital and pushes the acceptor level up. In the alkyl, $p$ is empty and uncoupled, so $E$ does not change. At every other $\theta$, raising one orbital energy cannot lower the sum of the lowest levels. The barrier therefore cannot fall, and it tends to the value without $p$. The picture leaves out the binding energy of the base and the route in which the base first departs.

## Numbers for a four-centre geometry

To estimate $\omega$, take $a$ as an sp² hybrid pointing at $C_\alpha$, that is $\sqrt{1/3}\,\mathrm s+\sqrt{2/3}\,\mathrm p_x$. Let the hydrogen lie at an angle $\Phi$ from the Al–C direction, and let its couplings to aluminium s and to a p orbital pointing at it be equal. This equality is an assumption. The coupling of the hydrogen to the other two sp² hybrids, which hold the remaining bonds of aluminium, is not small but is left out, so the resulting $\omega$ is a rough estimate. The part of the p coupling along $x$ is $\cos\Phi$ and the part along the empty orbital is $\sin\Phi$, so

$$\tan\omega=\frac{\sin\Phi}{\sqrt{1/3}+\sqrt{2/3}\cos\Phi}.$$

A constructed four-centre structure of H₂Al–C₂H₅ has Al–C 2.10 Å, C–C 1.40 Å, C–H 1.65 Å, Al–H 1.69 Å and $\Phi=78.1^\circ$. The formula gives $\tan\omega=0.979/(0.577+0.168)=1.31$ and $\omega=52.7^\circ$. The hydrogen uses both aluminium orbitals.

Then $\sin(\omega/2)=0.444$, $C=1-0.444^2=0.803$, and

$$\frac{\Delta E}{\beta}=4-2\sqrt{1.803}-2(0.444)=0.427.$$

With the round value $\beta=0.20$ Ry, the barrier is 0.085 Ry, or 112 kJ/mol. Without $p$ it is $4-2\sqrt{1.606}=1.465$ in units of $\beta$, which is 0.293 Ry or 385 kJ/mol, with the crossing at $\theta=52^\circ$. The ratio of about 3.4 does not depend on the chosen $\beta$, but it does depend on the path and on the equal orbital energies. On a path with $c+s=1$ the barriers are $1.47\,\beta$ with $p$ and $2.19\,\beta$ without, a ratio of 1.5.

Raising the p level by $1$, $2$ and $5\,\beta$ gives barriers of 0.99, 1.19 and $1.34\,\beta$. More than half of the full effect has appeared at the first step. The charge on $C_\beta$ at the barrier is $0.803/1.803=+0.445\,e$, so a substituent that raises the $C_\beta$ level by $0.1\,\beta$ lowers the barrier by about $0.045\,\beta$.

## A calculation with real orbitals

Whether aluminium uses its p orbital in this way can be examined without the model. Restricted Hartree–Fock calculations were made for H₂Al–C₂H₅ in the 6-31G basis, with one set of d functions added on aluminium. They compare the four-centre structure with an alkyl whose beta hydrogen is turned towards aluminium in the eclipsed conformation. The aluminium, its two hydrogens and $C_\alpha$ are kept in one plane, so that the perpendicular p orbital is clearly the empty one. Neither structure is optimized, and electron correlation is absent. The energy difference is therefore not an activation energy; its use is to show what changes when functions are deleted.

With all functions, the four-centre structure lies 0.142 Ry above the alkyl. Without the d functions the rise is 0.150 Ry. Deleting the valence functions of the empty p orbital as well makes it 0.193 Ry. The d functions thus matter by 0.009 Ry (11 kJ/mol) and the p orbital by 0.043 Ry (56 kJ/mol), nearly five times as much when they are deleted in this order. The effects are not additive: deleting the p functions first gives 0.047 Ry for p and 0.005 Ry for d. The numbers also depend on the basis. In cc-pVDZ the rise, the d effect and the p effect are 0.138, 0.003 and 0.036 Ry; with cc-pVTZ on aluminium and cc-pVDZ elsewhere they are 0.134, 0.007 (d and f together) and 0.016 Ry. The p orbital matters more than the d functions in each case, but the factor ranges from about 2 to 12. Even the small d effect does not imply an occupied d shell in the alkyl: these functions also let occupied bonding orbitals change shape.

The electrons move as the mechanism says. In the basis without d functions, the Mulliken population of the valence p orbital grows from 0.02 to 0.30 electrons. The charge of the moving hydrogen goes from $+0.12\,e$ to $-0.18\,e$. Mulliken numbers depend on the basis, so the directions carry more weight than the sizes. The hydrogen becomes negatively charged here, which the model with equal orbital energies could not show.

The sizes do not agree with the model. Removing $p$ raises the model barrier by $0.293-0.085=0.208$ Ry, about five times the Hartree–Fock effect in the 6-31G basis, and more in the larger bases. The population of $p$ at the model barrier is $1-v_{0,p}^2$. With $v_{0,p}^2=\tfrac14(1-\cos\omega)^2/(1-C^2)=(1-C)/(1+C)$, this is $2C/(1+C)=0.89$, against 0.30. The two comparisons are not like for like, because $\beta$ was not fitted and the constructed structure need not correspond to $\theta=45^\circ$. A plausible further reason, not tested here, is that the real aluminium p orbital lies higher in energy than the separate carbon and hydrogen orbitals, whereas the model puts them all level, and that it therefore accepts less charge. In the model, raising $p$ alone by $\beta$ lowers its population at the barrier to 0.31 and the effect of removing it to 0.094 Ry; raising both aluminium orbitals by $\beta$ gives 0.24 and 0.088 Ry. This moves towards the Hartree–Fock values without reaching the energy effect. The calculation supports the role of the p orbital and the direction of transfer; it does not establish the model's barrier or show a level crossing when $p$ is deleted.

The model also omits strain, repulsion between filled shells, the different strengths of the four bonds, and entropy. It therefore cannot predict a rate or the temperature at which an aluminium precursor begins to lose alkene. What it offers is a reason why the concerted path can be eased without d electrons: the C–H pair enters an empty aluminium orbital while the Al–C pair leaves another, and no electron has to come from a d shell. The complete set of values is in the numerical output below.

## Values computed for the example and the checks

```
MODEL
beta (chosen): 0.20 Ry
angle H-Al-C, Phi: 78.1 deg
mixing angle omega: 52.7 deg
barrier with p: 0.427 beta
barrier with p: 0.0854 Ry
barrier with p: 112 kJ/mol
smallest gap with p: 0.444 beta
barrier without p: 1.465 beta
barrier without p: 0.2930 Ry
barrier without p: 385 kJ/mol
crossing without p at theta: 52.1 deg
barrier, p level raised by 0 beta: 0.427 beta
barrier, p level raised by 1 beta: 0.993 beta
barrier, p level raised by 2 beta: 1.186 beta
barrier, p level raised by 5 beta: 1.344 beta
C_beta charge at barrier: +0.445 e
d(barrier)/d(C_beta level): -0.445
barrier, omega = 0 (one Al orbital): 1.172 beta
barrier, omega = 90 deg (pure p): 0.136 beta
barrier, omega = 180 deg: 0.000 beta
HARTREE-FOCK, H2Al-C2H5, fixed geometries
alkyl: Al-C, C-C, C-H = 1.98, 1.54, 1.09 angstrom
alkyl: angles Al-C-C, C-C-H = 112, 111 deg
alkyl: Al...H = 2.79 angstrom
four-centre: Al-C, C-C, C-H = 2.10, 1.40, 1.65 angstrom
four-centre: angles Al-C-C, C-C-H = 85, 104 deg
four-centre: Al...H = 1.69 angstrom
energy rise, full basis: 0.1416 Ry
energy rise, no Al d: 0.1503 Ry
energy rise, no Al d, no valence p: 0.1931 Ry
extra rise from deleting p: 0.0428 Ry
extra rise from deleting p: 56 kJ/mol
extra rise from deleting d: 0.0088 Ry
extra rise from deleting d: 11 kJ/mol
Mulliken Al valence p, alkyl: 0.021 electrons
Mulliken Al valence p, four-centre: 0.296 electrons
Mulliken charge of moving H, alkyl: +0.118 e
Mulliken charge of moving H, four-centre: -0.181 e
```
